\section*{Screened image energy of a charge near a metal-semiconductor contact}

\section{What responds to the charge}

Q: A point charge $q$ sits in a semiconductor at a distance $d$ from a metal. The metal supplies an image charge $-q$, and the image energy follows. What is left to derive?

A: The image charge alone describes a dielectric without mobile carriers. Here electrons also rearrange around $q$, and they screen both $q$ and the charge induced on the metal. Let the metal be a perfect conductor at $z\le 0$, held at zero potential, and let the semiconductor fill $z>0$ with permittivity $\varepsilon$. The charge is fixed at $\mathbf r_0=(0,0,d)$. Before it is introduced, the semiconductor is neutral, uniform and in equilibrium with the metal, with no band bending (flat band). I write $\phi$ for the change of potential caused by $q$.

Q: You will now assert that the carriers respond in proportion to $\phi$. Why should they?

A: For a weak disturbance this follows from their free energy. Let $f(n)$ be the free energy per volume of electrons of density $n$, at fixed temperature and chemical potential $\mu$. In the neutral state $f'(n)=\mu$, so $f-\mu n$ has no first-order change. With $f''=\partial\mu/\partial n$ and $\delta\rho=-e\,\delta n$, its second-order change is
\begin{equation}
\frac12\frac{\partial\mu}{\partial n}(\delta n)^2
=\frac{(\delta\rho)^2}{2\varepsilon\kappa^2},
\qquad
\varepsilon\kappa^2=e^2\frac{\partial n}{\partial\mu}.
\end{equation}
For nondegenerate electrons $n\propto e^{\mu/kT}$, which gives $\kappa^2=e^2n/(\varepsilon kT)$. Adding the electrostatic energy, with $\rho_{\rm ext}=q\,\delta(\mathbf r-\mathbf r_0)$, gives the change of grand potential
\begin{equation}
\Omega=\frac12\int(\rho_{\rm ext}+\delta\rho)\,\phi\,d^3r
+\int\frac{(\delta\rho)^2}{2\varepsilon\kappa^2}\,d^3r,
\qquad -\varepsilon\nabla^2\phi=\rho_{\rm ext}+\delta\rho .
\label{eq:omega}
\end{equation}
The metal is at zero potential, so charge flowing into it needs no further work term.

Now change $\delta\rho$ by a small $\eta$. The potential is linear in the charge, and its Green function is symmetric, so the two halves of the electrostatic variation are equal and add to $\int\phi\,\eta\,d^3r$. Hence
\begin{equation}
\int\left(\phi+\frac{\delta\rho}{\varepsilon\kappa^2}\right)\eta\,d^3r=0
\quad\Longrightarrow\quad
\delta\rho=-\varepsilon\kappa^2\phi .
\end{equation}
The second-order terms in $\eta$ are a field energy and a square, both positive, so this is a minimum. The model is local and of mean-field type: it treats the carriers as a continuous charge.

\section{The potential}

Q: Then an image solution must be justified afresh, since Poisson's equation has changed.

A: Inserting the response gives
\begin{equation}
(\nabla^2-\kappa^2)\phi=-\frac q\varepsilon\,\delta(\mathbf r-\mathbf r_0),
\qquad \phi(z=0)=0,\quad \phi(\infty)=0 .
\end{equation}
Let $R$ be the distance to $\mathbf r_0$ and $R'$ the distance to the mirror point $(0,0,-d)$. For $Y(R)=e^{-\kappa R}/R$,
\begin{equation}
\nabla^2Y=\frac1R\frac{d^2(RY)}{dR^2}=\kappa^2Y\qquad(R>0),
\end{equation}
and near $R=0$ it behaves as $1/R$, which supplies $-4\pi\delta$. Therefore
\begin{equation}
\phi=\frac{q}{4\pi\varepsilon}
\left(\frac{e^{-\kappa R}}R-\frac{e^{-\kappa R'}}{R'}\right)
\label{eq:phi}
\end{equation}
has the right source. The mirror point lies outside the semiconductor and adds no source there. On the plane $R=R'$, so $\phi=0$.

If there were two solutions, their difference $w$ would obey $\nabla^2w=\kappa^2w$ and vanish on the boundary. Multiplying by $w$ and integrating by parts gives $\int(|\nabla w|^2+\kappa^2w^2)\,d^3r=0$, hence $w=0$.

\section{The energy and its two parts}

Q: Is the energy $q\phi(\mathbf r_0)$ or half of that? And $\phi(\mathbf r_0)$ is infinite.

A: The half comes from (\ref{eq:omega}). With $\delta\rho=-\varepsilon\kappa^2\phi$,
\begin{equation}
\Omega=\frac12q\phi(\mathbf r_0)
-\frac{\varepsilon\kappa^2}{2}\int\phi^2d^3r
+\frac{\varepsilon\kappa^2}{2}\int\phi^2d^3r
=\frac12q\phi(\mathbf r_0).
\end{equation}
Slow charging agrees: the induced potential at the charge is proportional to the charge $q'$ already present, and $\int_0^q q'\,dq'=q^2/2$.

The infinity is isolated by expanding near the charge, $e^{-\kappa R}/R=1/R-\kappa+O(R)$. The term $1/R$ is the bare Coulomb potential in an unbounded dielectric. For a small charge of fixed shape its energy does not depend on $d$ or $\kappa$, and I subtract it. At the charge $R'=2d$, so the remaining energy is
\begin{align}
W(d)&=\frac q2\,\frac q{4\pi\varepsilon}
\left(-\kappa-\frac{e^{-2\kappa d}}{2d}\right)\nonumber\\
&=-\frac{q^2\kappa}{8\pi\varepsilon}
-\frac{q^2e^{-2\kappa d}}{16\pi\varepsilon d}.
\label{eq:W}
\end{align}
The first term survives as $d\to\infty$. It is the bulk self-energy, the net energy gained when a screening cloud forms around the charge. The second is the screened image energy, measured from a charge deep in the semiconductor. Its exponent contains $2d$ because that is the distance from charge to image.

Q: I would trust this more if the image construction were not used twice.

A: Resolve the potential into plane waves along the contact. For lateral wave number $k$, put $p=\sqrt{k^2+\kappa^2}$. The layer function obeys $-g''+p^2g=\delta(z-d)$ with $g(0)=0$. At the charge this gives $g=(1-e^{-2pd})/(2p)$, while the bare value is $1/(2k)$. With $d^2k/(2\pi)^2=k\,dk/(2\pi)$ after the angular integral,
\begin{align}
W&=\frac{q^2}{4\pi\varepsilon}\int_0^\infty
k\left[g-\frac1{2k}\right]dk\nonumber\\
&=\frac{q^2}{4\pi\varepsilon}\left[
\frac12\,(p-k)\Big|_{k=0}^{\infty}
-\frac12\int_\kappa^\infty e^{-2pd}\,dp\right],
\end{align}
where $k\,dk=p\,dp$ was used. The bracket is $-\kappa/2-e^{-2\kappa d}/(4d)$, which is (\ref{eq:W}) again. As a test, the layer equation was also integrated numerically, without the closed form of $g$. At the five depths tabulated below, the largest difference from (\ref{eq:W}), relative to $W$, was $2\times10^{-8}$.

Q: Close to the metal your image term contains a positive constant. Does screening then repel the charge?

A: A constant exerts no force, and this one cancels. Write $C=q^2/(4\pi\varepsilon)$ and expand the exponential for $\kappa d\ll1$:
\begin{align}
W&=-\frac{C\kappa}2-\frac C{4d}
\left[1-2\kappa d+2\kappa^2d^2-\frac43\kappa^3d^3+\cdots\right]\nonumber\\
&=-\frac C{4d}-\frac{C\kappa^2d}{2}
\left[1-\frac{2\kappa d}{3}+\cdots\right].
\end{align}
The total returns to the unscreened image energy: the grounded metal suppresses the potential that would have gathered a cloud. Quoting the screened image term without the bulk term would miss this cancellation. At $\kappa d=0.05$ the numerical shift from $-C/(4d)$, divided by $-C\kappa^2d/2$, is 0.968; the bracket gives 0.967 at the order shown.

\section{Force and induced charge}

Q: You obtained $W$ from a grand potential. Does its slope give the force on the charge?

A: Differentiation gives a force towards the metal of magnitude
\begin{equation}
F=\frac{dW}{dd}
=\frac C4e^{-2\kappa d}\left(\frac{2\kappa}{d}+\frac1{d^2}\right)
=\frac{C(1+2\kappa d)e^{-2\kappa d}}{4d^2}.
\label{eq:F}
\end{equation}
Compare this with the field at the charge. The first term of (\ref{eq:phi}) is spherically symmetric about $q$ and exerts no net force on it. The image term has the slope $-Y'(2d)=(1+2\kappa d)e^{-2\kappa d}/(4d^2)$, and multiplying by $q\cdot q/(4\pi\varepsilon)$ gives the same $F$.

The pull on the metal gives a further comparison. At $z=0$, $\partial R/\partial z=-d/R$ and $\partial R'/\partial z=d/R$, so the surface charge density is
\begin{equation}
\sigma=-\varepsilon\,\partial_z\phi
=-\frac{qd(1+\kappa R)e^{-\kappa R}}{2\pi R^3}.
\end{equation}
With $s$ the radius in the plane, $s\,ds=R\,dR$. The tension $\sigma^2/(2\varepsilon)$ then adds up to
\begin{align}
\int_0^\infty\frac{\sigma^2}{2\varepsilon}\,2\pi s\,ds
&=Cd^2\int_d^\infty\frac{(1+\kappa R)^2e^{-2\kappa R}}{R^5}\,dR\nonumber\\
&=Cd^2\left[-\frac{(1+2\kappa R)e^{-2\kappa R}}{4R^4}\right]_d^\infty=F.
\end{align}

Q: The carriers also press on the metal, and the fixed donors feel the field. Where are those forces?

A: The carrier density at the wall is unchanged because $\phi=0$ there, so the pressure on the wall is unchanged too. The added force on the uniform donor charge is proportional to $\int_0^\infty(-\partial_z\phi)\,dz=\phi(0)-\phi(\infty)=0$ along each normal line. Neither contributes.

The same $\sigma$ gives the charge on the metal:
\begin{equation}
Q_{\rm m}=-qd\int_d^\infty\frac{(1+\kappa R)e^{-\kappa R}}{R^2}\,dR
=-qd\left[-\frac{e^{-\kappa R}}R\right]_d^\infty=-qe^{-\kappa d}.
\end{equation}
The field decays exponentially far away, so the total charge is zero and the cloud holds $-q(1-e^{-\kappa d})$. Far from the contact the cloud does nearly all the screening; close to it, the metal does.

Q: Why not use the electric field energy and avoid thermodynamics?

A: Because moving the charge also changes the free energy of the carriers. That part is $K=\frac12\varepsilon\kappa^2\int\phi^2d^3r$. The square of (\ref{eq:phi}) is even in $z$, so the half-space integral is half the integral over all space. There
\begin{equation}
\int Y(R)^2d^3r=4\pi\int_0^\infty e^{-2\kappa R}dR=\frac{2\pi}\kappa .
\end{equation}
For the cross term, the Fourier transform of $Y$ is $4\pi/(k^2+\kappa^2)$ with $k$ now three-dimensional. Its square is $4\pi$ times $-(2\kappa)^{-1}\partial_\kappa$ of itself, so at centre separation $2d$
\begin{equation}
\int Y(R)Y(R')\,d^3r
=-\frac{4\pi}{2\kappa}\frac{\partial}{\partial\kappa}
\frac{e^{-2\kappa d}}{2d}
=\frac{2\pi}{\kappa}e^{-2\kappa d}.
\end{equation}
Consequently
\begin{equation}
K=\frac{\varepsilon\kappa^2}{2}\left(\frac q{4\pi\varepsilon}\right)^2
\frac{2\pi}{\kappa}(1-e^{-2\kappa d})
=\frac{C\kappa}{4}(1-e^{-2\kappa d}).
\end{equation}
The field energy, with the same bare term removed, is $U=W-K$. Its slope is $F-\frac12C\kappa^2e^{-2\kappa d}$, which is too small, and for $\kappa d>(1+\sqrt3)/2\approx1.37$ it even has the wrong sign.

\section{Numbers for a silicon contact}

Q: How large is all this in a real material?

A: Take a fixed charge $-e$, such as an ionised acceptor, in n-type silicon with relative permittivity 11.7 and $10^{16}$ electrons per cm$^3$ at 300 K. These are chosen inputs; the relative permittivity of silicon is about 12. Then $1/\kappa=40.9$ nm and $C=123.1$ meV nm. At $d=20$ nm, $\kappa d=0.489$ and
\begin{align}
-\frac{C\kappa}{2}&=-\frac{123.1}{2(40.9)}=-1.505\ \text{meV},\nonumber\\
-\frac{Ce^{-2\kappa d}}{4d}&=-\frac{123.1}{80}(0.376)=-0.58\ \text{meV}.
\end{align}
The total is $-2.08$ meV $=-3.34\times10^{-22}$ J. Other depths, in meV:
\begin{center}
\begin{tabular}{rrrr}
$d$ (nm) & unscreened image & screened image & total $W$\\
5 & $-6.15$ & $-4.82$ & $-6.32$\\
10 & $-3.08$ & $-1.89$ & $-3.39$\\
20 & $-1.54$ & $-0.58$ & $-2.08$\\
40 & $-0.77$ & $-0.11$ & $-1.61$\\
80 & $-0.38$ & $-0.01$ & $-1.51$
\end{tabular}
\end{center}
At 20 nm the metal holds $-0.61q$ and the cloud $-0.39q$. The force from the metal face and the slope of the numerical $W$ are both 0.057 meV/nm; the field energy alone would give 0.043 meV/nm.

Q: A real contact need not be at flat band. Does the result survive?

A: Not with the same numbers. Rare-earth silicides form low barriers on n-type silicon, very roughly 0.3 eV. Even this barrier bends the bands by 95 meV at the chosen doping and leaves 7\% of the bulk electron density at 20 nm. Replacing $\kappa^2$ by $e^2n(z)/(\varepsilon kT)$, with the computed equilibrium profile $n(z)$, changes $W$ from $-2.08$ to $-1.61$ meV. This is close to the unscreened image value, $-1.54$ meV, because few carriers remain nearby. The separate energy of the charge in the band bending is much larger, 69 meV at this depth, and is not part of $W$. Nickel and platinum silicides have higher barriers on n-type silicon and deplete it further. Source and drain contacts are doped far more heavily than this example, so its nondegenerate $\kappa$ does not apply to them.

Q: And the perfect metal?

A: Inside a metal with screening length $\lambda$, a potential that varies slowly along the surface falls as $e^{z/\lambda}$. Taking vacuum permittivity for the metal's background, continuity of the normal displacement gives $\varepsilon_0\phi(0)/\lambda=\varepsilon\phi'(0)$. With $\varepsilon_r=\varepsilon/\varepsilon_0$, the semiconductor potential near the face is $\phi(0)+\phi'(0)z=\phi'(0)(z+\varepsilon_r\lambda)$ to first order. Its straight-line continuation, not the actual potential in the metal, vanishes at $z=-\varepsilon_r\lambda$, which acts as the image plane. A free-electron metal with a rough density of $5\times10^{22}$ cm$^{-3}$ has $\lambda=0.060$ nm, so the image plane recedes by 0.71 nm. At flat band and $d=20$ nm, $W$ becomes $-2.04$ meV, a 2\% reduction in magnitude; the reduction grows to 5\% at 10 nm and 12\% at 5 nm. This is the estimate of a sharp-boundary free-electron model, which does not fix the image plane of a real silicide interface.

Q: Is linear response itself safe?

A: Moderately. A charge $-e$ repels electrons, and with $y$ its potential energy for an electron divided by $kT$, the true deficit is $n(1-e^{-y})$, less than the linear $ny$. The coupling $C\kappa/kT$ is 0.12, and the nonlinear mean-field calculation gives 0.92 of the linear bulk self-energy. The nonlinear problem beside the metal was not solved. Degeneracy lowers $\kappa^2$ by about 0.01\%; donors with a level 45 meV below the band edge, about 0.4\% of them neutral, raise it by about 0.4\%.

A sphere of radius $1/\kappa$ holds about three electrons, so a smooth cloud can describe an average at best. The thermal wavelength, 8.5 nm for the conductivity mass, limits the local response, but the effect on $W$ is small. The carriers supply only 3\% of $W$ at 5 nm and 9\% at 10 nm, and removing all carriers within 8.5 nm of the metal changes these rows by 2\% or less. A nonlocal response lowers the bulk self-energy by 1 to 3\%, depending on the mass used. The shallow rows are limited more by the imperfect metal.

Q: With so few carriers, are the donors not equally grainy?

A: They are. For independent random donor positions, the variance of the energy at $\mathbf r_0$ is $n\int(e\phi)^2d^3r$, with $\phi$ from (\ref{eq:phi}) for a charge of magnitude $e$; the symmetry of the Green function lets source and observer be exchanged. The integral found for $K$ then gives
\begin{equation}
\Delta E_{\rm rms}=C\sqrt{\frac{2\pi n}{\kappa}(1-e^{-2\kappa d})}
=4.9\ \text{meV}\quad(d=20\ \text{nm}).
\end{equation}
At this depth it exceeds $|W|$, so the image energy is a mean shift beneath a larger scatter from one site to another. Close to the metal the order reverses: at 5 nm the same formula gives 2.9 meV against $|W|=6.3$ meV. Rare close donors contribute much of the variance, so the typical scatter is smaller than the rms; the central 68\% of sites span about $\pm3.5$ meV at 20 nm and $\pm1$ meV at 5 nm.

Q: Could I use (\ref{eq:W}) for an electron crossing the contact, or for a hotter device?

A: Not for the crossing electron. At its mean thermal speed it covers 20 nm in about 0.1 ps, whereas the carriers respond more slowly. For a rough mobility of 1200 cm$^2$/Vs the dielectric relaxation time is 0.54 ps. The same mobility implies a scattering time of 0.18 ps, comparable with the inverse plasma frequency of 0.31 ps, so the response is a damped plasma oscillation that decays in about 0.35 ps. The electron arrives from the bulk partly screened, but its cloud cannot readjust to the changing distance from the metal during the crossing, and a time-dependent response is needed. For the fixed charge, heating to 400 K at the same electron density, permittivity and depth lengthens $1/\kappa$ to 47.2 nm and changes the flat-band $W$ to $-1.96$ meV.

\section*{Numbers as computed}
\begin{verbatim}
relative permittivity: 11.7
electron density: 1.0e+16 cm^-3
temperature: 300 K
thermal energy kT: 25.85 meV
screening length 1/kappa: 40.88 nm
Coulomb factor q^2/(4 pi eps): 123.07 meV nm
bulk self-energy: -1.505 meV
depth nm | bare image | screened image | total | numeric total, meV
    5 | -6.154 | -4.818 | -6.324 | -6.324
   10 | -3.077 | -1.886 | -3.392 | -3.392
   20 | -1.538 | -0.578 | -2.083 | -2.083
   40 | -0.769 | -0.109 | -1.614 | -1.614
   80 | -0.385 | -0.008 | -1.513 | -1.513
largest relative energy difference: 2.0e-08
near-metal test kappa*d: 0.05
near-metal shift / leading term: 0.9676
main example depth: 20 nm; kappa*d: 0.4892
metal charge / q: -0.6131
cloud charge / q: -0.3869
force from metal face: 0.05721 meV/nm
slope of numeric W: 0.05724 meV/nm
slope of field energy: 0.04340 meV/nm
carrier free-energy cost: 0.470 meV
rough contact barrier: 0.30 eV
band bending at contact: 95.3 meV
band bending at main depth: 68.8 meV
carrier fraction at main depth: 0.0697
total W with depletion: -1.611 meV
rough metal electron density: 5.0e+22 cm^-3
metal screening length: 0.0604 nm
effective image-plane shift: 0.707 nm
total W with screening metal: -2.045 meV
coupling kappa*q^2/(4 pi eps kT): 0.1164
nonlinear / linear bulk self-energy: 0.9200
carriers in a Debye sphere: 2.86
degeneracy reduction of kappa^2: 0.0129 percent
rms random-donor energy at main depth: 4.93 meV
carrier thermal wavelength: 8.47 nm
rough electron mobility: 1200 cm2/Vs
thermal flight time over main depth: 0.094 ps
dielectric relaxation time: 0.539 ps
screening length at 400 K: 47.21 nm
total W at 400 K: -1.963 meV
\end{verbatim}
